\section*{The potential step across a uniform dipole sheet, part 1}

(Sections cited here and not found follow in the second part.)

\section{The step of a neutral layer}

Suppose that the electron levels of a metal and of a semiconductor are each known relative to vacuum, and that the barrier at their contact is predicted by lining up the two vacuum levels. The prediction fails if a layer of dipoles with a net perpendicular moment forms at the interface. Such a layer has no net charge and, if it is wide enough, produces no field of its own on either side. Yet the potentials on its two sides differ by a constant. For the modest model layer treated below this constant is $0.85$ V, and a barrier computed without it is wrong by $0.85$ eV. What is needed is the size and the sign of the constant, in terms of the number of dipoles per area and the moment of each.

\subsection{Conventions and assumptions}

Hartree atomic units are used: the elementary charge $e$, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ equal one. Lengths are in bohr and potentials in hartree$/e$. The electrostatic potential $V$ and the charge density $\rho$ obey Poisson's equation,
\begin{equation}
\nabla^2 V=-4\pi\rho .
\label{eq:poisson}
\end{equation}
The density $\rho$ counts positive charge as positive. An electron has charge $-1$, so its electrostatic energy is $-V$.

The layer lies perpendicular to the $z$ axis. At a contact, $z$ runs from the metal into the semiconductor. A position is written $\mathbf r=(\mathbf R,z)$, with $\mathbf R$ the lateral part. The assumptions are these.

\begin{itemize}
\item[(A1)] The layer is laterally periodic and of infinite extent. Both $\rho$ and $V$ repeat from one lateral cell to the next. The area of a cell is $A$.
\item[(A2)] The layer is localized: its laterally averaged density $\bar\rho(z)$ falls off fast enough for $\int(1+|z|)\,|\bar\rho|\,dz$ to be finite.
\item[(A3)] Each cell is neutral.
\item[(A4)] There is no external field: the averaged field vanishes as $z\to-\infty$.
\end{itemize}

A bar denotes the lateral average,
\begin{equation}
\bar f(z)=\frac1A\int_A f(\mathbf R,z)\,d^2R .
\label{eq:average}
\end{equation}
The density is taken to be smooth; point charges are the limit of narrow smooth clouds.

At a real contact the metal and the semiconductor have charge densities of their own. In that case $\rho$ means the total charge density with the layer minus that of a chosen reference arrangement without it. Because Eq.~\eqref{eq:poisson} is linear, the step found from $\rho$ is added to the level alignment of the reference.

With one dipole per cell, the number of dipoles per area is $N=1/A$. The moment of a dipole is
\begin{equation}
\mathbf p=\int_A d^2R\int_{-\infty}^{\infty}dz\;\mathbf r\,\rho(\mathbf r),
\label{eq:moment}
\end{equation}
which points from negative to positive charge. It makes an angle $\theta$ with $+z$, so that $p_z=p\cos\theta$. Since $\rho$ is the total density of the finished layer, $\mathbf p$ includes every charge displacement that the layer causes. It is in general not the moment of the same molecule or atom in isolation.

\subsection{Theorem 1}

\emph{Under (A1) to (A4) the averaged potential tends to a constant on each side of the layer, and the two constants differ by}
\begin{equation}
\Delta V\equiv\bar V(+\infty)-\bar V(-\infty)=4\pi N p_z=4\pi N p\cos\theta .
\label{eq:step}
\end{equation}

The proof first reduces the problem to one dimension, then integrates twice, and finally identifies the integral that results.

\paragraph{Lemma 1 (lateral average).} The averaged quantities obey
\begin{equation}
\frac{d^2\bar V}{dz^2}=-4\pi\bar\rho(z).
\label{eq:oned}
\end{equation}

\emph{Proof.} Split the Laplacian into its lateral part and its $z$ part, and average Eq.~\eqref{eq:poisson} over a cell:
\begin{equation}
\frac1A\int_A\nabla_\parallel^2V\,d^2R+\frac{d^2\bar V}{dz^2}=-4\pi\bar\rho .
\end{equation}
The $z$ derivatives could be taken outside the average because the cell does not depend on $z$. By the divergence theorem in two dimensions, the first term is a line integral around the edge of the cell,
\begin{equation}
\frac1A\int_A\nabla_\parallel^2V\,d^2R=\frac1A\oint \mathbf n\cdot\nabla_\parallel V\,dl ,
\end{equation}
where $\mathbf n$ is the outward normal. On opposite edges $\nabla_\parallel V$ is the same, by periodicity, while $\mathbf n$ is reversed. The edges cancel in pairs and the term is zero. $\square$

\paragraph{Lemma 2 (field).} Define the charge per area lying below the height $z$,
\begin{equation}
Q(z)=\int_{-\infty}^{z}\bar\rho(z')\,dz' .
\label{eq:Q}
\end{equation}
The averaged field $E=-d\bar V/dz$ is then $E(z)=4\pi Q(z)$, and it vanishes on both sides of the layer.

\emph{Proof.} Equation~\eqref{eq:oned} reads $dE/dz=4\pi\bar\rho$. Integration from $-\infty$ to $z$ gives
\begin{equation}
E(z)-E(-\infty)=4\pi Q(z),
\end{equation}
and $E(-\infty)=0$ by (A4). For $z\to-\infty$ the integral $Q$ goes to zero. For $z\to+\infty$ it becomes the total charge per area, which is zero by (A3). $\square$

\paragraph{Lemma 3 (step as a first moment).} The step exists and equals
\begin{equation}
\Delta V=4\pi\int_{-\infty}^{\infty}z\,\bar\rho(z)\,dz .
\label{eq:firstmoment}
\end{equation}

\emph{Proof.} Since $d\bar V/dz=-E=-4\pi Q$,
\begin{equation}
\Delta V=-4\pi\int_{-\infty}^{\infty}Q(z)\,dz .
\label{eq:intQ}
\end{equation}
This integral must be shown to converge. For $z>0$, neutrality allows $Q$ to be written in terms of the charge above $z$, namely $Q(z)=-\int_z^\infty\bar\rho\,dz'$. Therefore
\begin{equation}
\int_0^\infty|Q|\,dz\le\int_0^\infty dz\int_z^\infty|\bar\rho(z')|\,dz'
=\int_0^\infty z'|\bar\rho(z')|\,dz' .
\end{equation}
The last equality exchanges the order of integration: for a given $z'$, the variable $z$ runs from $0$ to $z'$. The result is finite by (A2). The same argument with Eq.~\eqref{eq:Q} covers $z<0$.

Now integrate Eq.~\eqref{eq:intQ} by parts, with $dQ/dz=\bar\rho$:
\begin{equation}
\Delta V=-4\pi\Big[zQ(z)\Big]_{-\infty}^{\infty}+4\pi\int_{-\infty}^{\infty}z\bar\rho\,dz .
\end{equation}
At the upper end,
\begin{equation}
|zQ(z)|\le z\int_z^\infty|\bar\rho|\,dz'\le\int_z^\infty z'|\bar\rho(z')|\,dz'\to0 ,
\end{equation}
because $z\le z'$ in the integral and the tail of a convergent integral goes to zero. The lower end vanishes in the same way. $\square$

\paragraph{Lemma 4 (moment per area).} The first moment of the averaged density is
\begin{equation}
\int_{-\infty}^{\infty}z\,\bar\rho\,dz=Np_z .
\label{eq:momentarea}
\end{equation}
It depends neither on the origin of $z$ nor on where the lateral cell boundaries are drawn.

\emph{Proof.} Insert the average~\eqref{eq:average}:
\begin{equation}
\int z\bar\rho\,dz=\frac1A\int_A d^2R\int dz\,z\,\rho(\mathbf r)=\frac{p_z}{A}=Np_z .
\end{equation}
If heights are measured from $z_0$ instead, the integral changes by $-z_0\int\bar\rho\,dz$, which is zero by neutrality. If the cell boundary is redrawn, some charge is replaced by its periodic image. The image has the same height, so $p_z$ is unchanged. $\square$

The in-plane moment lacks this last property. Replacing a charge $q$ by its image one lattice vector $\mathbf a$ away changes $\mathbf p_\parallel$ by $q\mathbf a$. It is therefore reassuring that $\mathbf p_\parallel$ does not enter the step.

\emph{Proof of Theorem 1.} Substitute Eq.~\eqref{eq:momentarea} into Eq.~\eqref{eq:firstmoment}. $\square$

In SI units the right side of Poisson's equation is $-\rho/\varepsilon_0$. The factor $4\pi$ is replaced by $1/\varepsilon_0$ throughout, and $\Delta V=Np_z/\varepsilon_0$.

\subsection{Remarks}

\paragraph{Remark 1 (two charged planes).} Let each dipole consist of charges $\pm q$ a distance $d$ apart, so that $p=qd$. After lateral averaging, the negative charges form a plane of charge $-\sigma$ per area and the positive ones a plane of charge $+\sigma$, with $\sigma=Nq$. For $p_z>0$ the positive plane is higher by $d\cos\theta$. Between the planes $Q=-\sigma$, hence $E=-4\pi\sigma$. The field points down, from positive to negative charge, and the potential rises with $z$ by
\begin{equation}
\Delta V=4\pi\sigma\,d\cos\theta=4\pi Nqd\cos\theta=4\pi Np_z .
\label{eq:planes}
\end{equation}
This confirms the sign: the side to which the dipoles point has the higher potential. An ideal dipole sheet is the limit $d\to0$ at fixed $qd$ and fixed angle. The inner field then grows as $1/d$ while the distance over which it acts shrinks as $d$, and the step stays the same.

\paragraph{Remark 2 (what the step can tell).} Only the first moment of $\bar\rho$ appears in Eq.~\eqref{eq:firstmoment}. Layers with different charge profiles but equal $Np_z$ give the same step. Conversely, a known step yields the product $Np_z=\Delta V/4\pi$, and a separate determination of $N$ is needed to obtain the moment. If a cell holds several dipoles, Eq.~\eqref{eq:moment} gives the sum of their moments, so $p_z$ in Eq.~\eqref{eq:step} becomes the mean over the dipoles. A layer with as many dipoles up as down, all with perpendicular components of equal size, has no step.

\paragraph{Remark 3 (barrier at a contact).} The electron energy on the semiconductor side changes relative to the metal by $-\Delta V$. The barrier for electrons is the conduction-band edge at the interface, just beyond the layer, minus the Fermi energy of the metal. With all other charges held fixed, a layer with $p_z>0$ lowers it by $\Delta V$, in energy units. The barrier for holes, measured from the Fermi energy down to the valence-band edge, rises by the same amount, because a constant potential leaves the gap unchanged. In a real contact other interface charges respond to the layer. The part of their response that is localized and neutral belongs in $\rho$, and so in $p_z$. If the depletion charge of the semiconductor changes as well, the charge left at the interface is not neutral by itself, and the band bending has to be computed together with the step.

\paragraph{Remark 4 (when the assumptions fail).} If the layer has a net charge $\sigma_{\rm net}$ per area, Lemma 2 gives fields on the two sides that differ by $4\pi\sigma_{\rm net}$. The potential is then sloped on at least one side, and no pair of constants exists to be subtracted. The first moment also loses its meaning, since a shift $z_0$ of the origin changes it by $-z_0\sigma_{\rm net}$.

A uniform external field $E_0$ is less harmful. It adds $-E_0z$ to the potential. The two outer potentials are then parallel straight lines, and when both are extended to the same plane they differ by $4\pi Np_z$, where $p_z$ now includes the moment induced by $E_0$.

\paragraph{Remark 5 (a numerical layer).} Take a square lattice with lattice constant $a=10$ bohr, poles of charge $\pm0.25\,e$, pole separation $2$ bohr and tilt $60^\circ$. These are round model values and describe no particular material. Then
\begin{align}
N&=\frac1{10^2}=0.01\ \mathrm{bohr}^{-2},\\
p&=0.25\times2=0.5\ e\,\mathrm{bohr},\\
p_z&=0.5\cos60^\circ=0.25\ e\,\mathrm{bohr},\\
\Delta V&=4\pi\times0.01\times0.25=0.03142\ \mathrm{hartree}/e ,
\end{align}
which is $0.855$ V. Electron levels on the side to which the dipoles point are lowered by $0.855$ eV. In the picture of two planes, $\sigma=0.01\times0.25=0.0025\ e/\mathrm{bohr}^2$, the inner field has magnitude $4\pi\sigma=0.03142$ hartree$/(e\,\mathrm{bohr})$, and the planes are $2\cos60^\circ=1$ bohr apart. The product is the same step.

The independence of profile was tested by replacing the planes with two smooth clouds, a Gaussian positive one and a skewed negative one, whose centroids are also $1$ bohr apart. A direct numerical solution of Eq.~\eqref{eq:oned} gave a step of $0.03142$ hartree$/e$. In that solution the field was set to zero on the right side alone; it came out as zero on the left, to numerical accuracy, as Lemma 2 requires of a neutral layer.

\section{Finite sheets and discrete dipoles}

The symbols are those of the first half. A layer perpendicular to $z$ has $N$ dipoles per area, each with total moment $\mathbf p=(\mathbf p_\parallel,p_z)$; a position is $\mathbf r=(\mathbf R,z)$; atomic units are used. Theorem 1 states that the laterally averaged potential of a neutral, periodic, infinite layer steps by $\Delta V=4\pi Np_z$ from below to above. Two of its idealizations are now removed. A real layer, or a uniform patch of one, has a finite width, and an electron near the layer feels the local potential instead of the lateral average. The first sets a largest distance at which the step can be seen, the second a smallest.

\subsection{The potential of one dipole}

\paragraph{Lemma 5.} At distances $r$ large compared with its length $d$, a pair of charges $\pm q$ with moment $\mathbf p=q\mathbf d$, centred at the origin, has the potential
\begin{equation}
v(\mathbf r)=\frac{\mathbf p\cdot\mathbf r}{r^3}=-\mathbf p\cdot\nabla\frac1r .
\label{eq:dipole}
\end{equation}

\emph{Proof.} The charges sit at $\pm\mathbf d/2$. Their distances from $\mathbf r$ follow from
\begin{equation}
\left|\mathbf r\mp\tfrac12\mathbf d\right|^2=r^2\mp\mathbf r\cdot\mathbf d+\tfrac14d^2 .
\end{equation}
With $(1+u)^{-1/2}\approx1-u/2$ for small $u$, to first order in $d/r$,
\begin{equation}
\frac1{|\mathbf r\mp\mathbf d/2|}\approx\frac1r\left(1\pm\frac{\mathbf r\cdot\mathbf d}{2r^2}\right).
\end{equation}
Multiply the upper sign by $q$, the lower by $-q$, and add. The terms $q/r$ cancel and the others combine to $q\,\mathbf r\cdot\mathbf d/r^3$. The second form in Eq.~\eqref{eq:dipole} follows from $\nabla(1/r)=-\mathbf r/r^3$. $\square$

For a point dipole, $d\to0$ at fixed $\mathbf p$, and Eq.~\eqref{eq:dipole} holds at every $r>0$.

For an infinite, periodic, neutral layer the averaged potential steps by $4\pi Np_z$, and Eq.~\eqref{eq:dipole} gives the potential of a single dipole. It remains to sum that potential over a finite disc and over a lattice, to find at what distances from a real layer this step describes the potential difference, and to draw the consequences for a contact.
